**Oscillator-strength sum of an ultrasoft oscillator atom**

For $H\psi_n=\varepsilon_nS\psi_n$ with one s and one p projector $\beta_l$, charges $q_l$, strengths $D_l$ and augmented dipole $\tilde z=z+d(|\beta_p\rangle\langle\beta_s|+\text{h.c.})$, closure with $S^{-1}$ gives $\sum f=2\langle\eta|H-\varepsilon_0S|\eta\rangle=F_A+F_B+F_C$, where $\eta=S^{-1}\tilde z\psi_0=z\psi_0+\gamma\beta_p$. The program builds a Vanderbilt pseudo-atom (core radius $r_c$, local bump height $A$, Hartree units) from the 2s and 2p states of the isotropic oscillator with $\omega=1$ Ha. It asserts that the formula, evaluated by quadrature over the sphere, equals the explicit sum over B-spline generalized eigenstates for the augmented dipole, the bare dipole, and altered parameters on an excited s state. It also asserts the $S^{-1}$ closure, the value obtained with the wrong closure, the origin dependence of the bare sum, the absence of ghost states, a sum of 1 for the local and parent atoms, and the parent strengths $5/3$ and $-2/3$. For $r_c=2.25$ bohr and $A=4$ Ha the output shows $\sum f=2.5709$, which exceeds 1 by the core part $0.6667$ plus a remainder $\delta=0.9042$ carried by higher p states. The bare dipole gives 2.631, the wrong closure gives 8.194, and $\delta$ falls to 0.411 at $r_c=2.5$ bohr.

## Numerical check

```python
# Oscillator-strength sum of an ultrasoft model atom (Hartree units, one electron).
# H psi = e S psi, S = 1 + sum q_l|b_l><b_l|, H = T + Vloc + sum D_l|b_l><b_l|,
# augmented dipole zt = z + d(|b_p><b_s| + h.c.), f_n = 2(e_n-e_0)|<n|zt|0>|^2.
# Claim: closure sum|n><n| = S^-1 gives sum f = FA+FB+FC with L_l = D_l - e0 q_l,
#  c=<b_s|0>, m=<b_p|z|0>, n2=<0|z^2|b_s>, g=<b_p|d/dz|0>, w=<b_p|z|b_s>, b=<b|b>,
#  kap=<b|T+Vloc|b>, gam=(d c - q_p m)/(1+q_p b_p),
#  FA=1-q_s c^2+2L_p m^2-2L_s c n2, FB=4gam(-g+L_p m b_p-L_s c w),
#  FC=2gam^2(kap_p-e0 b_p+L_p b_p^2).
# Parent: 3D oscillator (omega=1), valence 2s,2p, core 1s,1p; Vanderbilt construction.
# Independent road: explicit sums over B-spline generalized eigenstates.
import numpy as np
from numpy.polynomial import Polynomial as Poly
from numpy.polynomial.legendre import leggauss
from scipy.interpolate import BSpline
from scipy.linalg import eigh, solve
from scipy.integrate import quad
from scipy.constants import physical_constants as pc
R3 = np.sqrt(3.0)

def gauss(edges, n):
    x, w = leggauss(n)
    h = np.diff(edges)[:, None] / 2
    return (edges[:-1, None] + h * (x + 1)).ravel(), (h * w).ravel()

class Channel:
    def __init__(s, l, rc, A):
        s.l, s.rc, s.eps, s.a0 = l, rc, 3.5 + l, 1.5 + l
        s.N = np.sqrt([8 / 3, 16 / 15][l] / np.sqrt(np.pi))
        tc = rc**2; a = tc - s.a0; dt = Poly([-tc, 0, 1])
        s.P = np.log(a) - tc/2 + (1/a - .5)*dt - dt**2/(2*a*a) + dt**3/(3*a**3)
        s.dP = s.P.deriv()
        s.Vin = Poly([0, 0, .5]) + A * (-dt / tc)**3
        s.W = s.eps - s.Vin + .5*(s.dP.deriv() + s.dP**2 + 2*(l+1)*Poly(s.dP.coef[1:]))
        r, w = gauss(np.linspace(0, rc, 9), 30)
        s.B = w @ (s.ut(r)**2 * s.W(r))
        s.q = w @ (s.u(r)**2 - s.ut(r)**2)
        s.D = s.B + s.eps * s.q
        s.b = w @ s.beta(r)**2
        s.kap = w @ (.5*s.dbeta(r)**2 + (l*(l+1)/(2*r*r) + s.Vin(r))*s.beta(r)**2)
    def u(s, r): return s.N * r**(s.l+1) * (r*r - s.a0) * np.exp(-r*r/2)
    def ut(s, r): return s.N * r**(s.l+1) * np.exp(s.P(r))        # r <= rc
    def dut(s, r): return s.ut(r) * ((s.l+1)/r + s.dP(r))
    def beta(s, r): return s.ut(r) * s.W(r) / s.B                 # r <= rc
    def dbeta(s, r): return (s.dut(r)*s.W(r) + s.ut(r)*s.W.deriv()(r)) / s.B

def formula(cs, cp, par, r, w, psi, dpsi, e0, wrong_closure=False):
    qs, qp, Ds, Dp, d = par
    bs, bp = cs.beta(r), cp.beta(r)
    o = dict(c=w @ (bs*psi), m=w @ (bp*r*psi)/R3, n2=w @ (bs*r*r*psi)/3,
             g=w @ (bp*(dpsi - psi/r))/R3, w=w @ (bp*r*bs)/R3,
             Ls=Ds - e0*qs, Lp=Dp - e0*qp)
    c, m, Ls, Lp = o['c'], o['m'], o['Ls'], o['Lp']
    gam = d*c if wrong_closure else (d*c - qp*m)/(1 + qp*cp.b)
    o['gam'] = gam
    o['FA'] = 1 - qs*c*c + 2*Lp*m*m - 2*Ls*c*o['n2']
    o['FB'] = 4*gam*(-o['g'] + Lp*m*cp.b - Ls*c*o['w'])
    o['FC'] = 2*gam**2*(cp.kap - e0*cp.b + Lp*cp.b**2)
    o['F'] = o['FA'] + o['FB'] + o['FC']
    return o

class Basis:
    def __init__(s, cs, cp, k=7, R=9.0):
        rc = cs.rc
        e1, e2 = np.linspace(0, rc, 21), np.linspace(rc, R, 36)
        t = np.r_[[0.]*(k+1), e1[1:-1], [rc]*k, e2[1:-1], [R]*(k+1)]
        sp = BSpline(t, np.eye(len(t)-k-1), k)
        s.r, s.w = gauss(np.r_[e1, e2[1:]], 14)
        s.F, s.dF = sp(s.r)[:, 1:-1], sp(s.r, nu=1)[:, 1:-1]
        s.inn = s.r < rc
        ri = s.r[s.inn]
        s.O, s.T = s.mat(1.0), .5 * s.dF.T @ (s.w[:, None] * s.dF)
        s.Z, s.C = s.mat(s.r/R3), s.mat(1/s.r**2)
        s.Vpar = s.r**2/2
        s.Vloc = s.Vpar.copy(); s.Vloc[s.inn] = cs.Vin(ri)
        s.vs = s.F[s.inn].T @ (s.w[s.inn]*cs.beta(ri))
        s.vp = s.F[s.inn].T @ (s.w[s.inn]*cp.beta(ri))
    def mat(s, f): return s.F.T @ ((s.w*f)[:, None] * s.F)
    def run(s, par, V, i0=0):
        qs, qp, Ds, Dp, d = par
        Ps, Pp, Vm = np.outer(s.vs, s.vs), np.outer(s.vp, s.vp), s.mat(V)
        s.es, s.Cs = eigh(s.T + Vm + Ds*Ps, s.O + qs*Ps)
        Hp, Sp = s.T + s.C + Vm + Dp*Pp, s.O + qp*Pp
        s.ep, s.Cp = eigh(Hp, Sp)
        s.c0, s.e0 = s.Cs[:, i0], s.es[i0]
        s.Kp = Hp - s.e0*Sp
        s.src = s.Z @ s.c0 + d*s.vp*(s.vs @ s.c0)
        return 2*(s.ep - s.e0)*(s.Cp.T @ s.src)**2

def atom(rc, A):
    cs, cp = Channel(0, rc, A), Channel(1, rc, A)
    r, w = gauss(np.linspace(0, rc, 9), 30)
    d = w @ (r*(cs.u(r)*cp.u(r) - cs.ut(r)*cp.ut(r)))/R3
    par = (cs.q, cp.q, cs.D, cp.D, d)
    bas = Basis(cs, cp); f = bas.run(par, bas.Vloc)
    o = formula(cs, cp, par, r, w, cs.ut(r), cs.dut(r), cs.eps)
    assert 1 + cs.q*cs.b > 0 and 1 + cp.q*cp.b > 0
    assert abs(bas.es[0] - 3.5) < 1e-8 and abs(bas.ep[0] - 4.5) < 1e-8   # no ghosts
    assert abs(f[0] - 5/3) < 1e-7 and f.min() >= 0
    assert abs(f.sum() - o['F']) < 1e-7
    return cs, cp, par, bas, f, o, r, w

def show(label, x, unit=''): print(f"{label} = {x:.6f} {unit}".rstrip())

rc, A, shift = 2.25, 4.0, 1.0
cs, cp, par, bas, f, o, r, w = atom(rc, A)
es, ep, d = bas.es.copy(), bas.ep.copy(), par[4]
assert cs.q > 0 and cp.q > 0
for ch in (cs, cp):
    assert abs(quad(lambda x: ch.u(x)**2, 0, 12)[0] - 1) < 1e-10
    assert abs(ch.W(rc)) < 1e-9 and abs(ch.W.deriv()(rc)) < 1e-8
    x, h = 1.4, 1e-3
    d2 = (ch.ut(x+h) - 2*ch.ut(x) + ch.ut(x-h))/h**2
    chi = (ch.eps - ch.Vin(x) - ch.l*(ch.l+1)/(2*x*x))*ch.ut(x) + d2/2
    assert abs(chi - ch.B*ch.beta(x)) < 1e-5        # O(h^2) difference error
# closure: sum_n |<n|z|0>|^2 = <z S^-1 z>
z2 = (w @ (r*r*cs.ut(r)**2) + quad(lambda x: x*x*cs.u(x)**2, rc, 12)[0])/3
clo_sum = np.sum((bas.Cp.T @ (bas.Z @ bas.c0))**2)
clo_for = z2 - cp.q*o['m']**2/(1 + cp.q*cp.b)
assert abs(clo_sum - clo_for) < 1e-8 and abs(clo_sum - z2) > 1e-3
# wrong closure: 2<zt 0|K|zt 0>
y = solve(bas.O, bas.src)
Fw = formula(cs, cp, par, r, w, cs.ut(r), cs.dut(r), cs.eps, True)['F']
assert abs(2*y @ bas.Kp @ y - Fw) < 1e-6 and abs(Fw - o['F']) > 1e-3
# origin shift of the bare dipole couples to other s states
sh_sum = 2*shift**2*np.sum((bas.es - bas.e0)*(bas.Cs.T @ bas.O @ bas.c0)**2)
sh_for = 2*shift**2*(cs.q/(1+cs.q*cs.b))**2*(cs.kap - cs.eps*cs.b + cs.B*cs.b**2)
assert abs(sh_sum - sh_for) < 1e-7 and sh_for > 1e-4
# bare dipole
pb = par[:4] + (0.0,)
fb = bas.run(pb, bas.Vloc)
ob = formula(cs, cp, pb, r, w, cs.ut(r), cs.dut(r), cs.eps)
assert abs(fb.sum() - ob['F']) < 1e-7 and abs(fb[0] - 5/3) > 1e-3
# altered parameters, excited s state
pg = (.5*cs.q, 1.5*cp.q, cs.D - .3, cp.D + .4, d + .2)
fg = bas.run(pg, bas.Vloc, 1); i = bas.inn
og = formula(cs, cp, pg, bas.r[i], bas.w[i], bas.F[i] @ bas.c0, bas.dF[i] @ bas.c0, bas.e0)
assert abs(fg.sum() - og['F']) < 1e-7
# local atom and parent atom obey TRK
zero = (0.,)*5
fl = bas.run(zero, bas.Vloc); els, elp = bas.es[:2].copy(), bas.ep[:2].copy()
assert abs(fl.sum() - 1) < 1e-8
fa = bas.run(zero, bas.Vpar, 1); epar = bas.ep.copy()
assert abs(fa.sum() - 1) < 1e-8 and abs(fa[0] + 2/3) < 1e-8
assert abs(fa[1] - 5/3) < 1e-8 and np.abs(fa[2:]).sum() < 1e-8
delta = f[1:].sum()
assert abs(o['F'] - 1 - (-fa[0] + delta)) < 1e-7

show("r_c", rc, "bohr"); show("A", A, "Ha")
show("parent f(2s->1p)", fa[0]); show("parent f(2s->2p)", fa[1]); show("parent sum f", fa.sum())
show("local-only sum f", fl.sum())
print(f"local s levels = {els[0]:.6f}, {els[1]:.6f} Ha; p = {elp[0]:.6f}, {elp[1]:.6f} Ha")
for n, ch in (("s", cs), ("p", cp)):
    show("q_"+n, ch.q); show("B_"+n, ch.B, "Ha"); show("D_"+n, ch.D, "Ha")
    show("b_"+n, ch.b); show("1+q b ("+n+")", 1+ch.q*ch.b); show("kappa_"+n, ch.kap, "Ha")
show("d", d, "bohr"); show("c", o['c']); show("m", o['m'], "bohr")
show("n2", o['n2'], "bohr^2"); show("g", o['g'], "1/bohr"); show("w", o['w'], "bohr")
show("Lambda_s", o['Ls'], "Ha"); show("Lambda_p", o['Lp'], "Ha"); show("gamma", o['gam'], "bohr")
show("FA: 1-q_s c^2", 1 - cs.q*o['c']**2); show("FA: 2 L_p m^2", 2*o['Lp']*o['m']**2)
show("FA: -2 L_s c n2", -2*o['Ls']*o['c']*o['n2'])
for k in ('FA', 'FB', 'FC'): show(k, o[k])
show("sum f, formula", o['F']); show("sum f, explicit", f.sum())
show("sum f - 1", o['F'] - 1); show("core part", -fa[0]); show("delta", delta)
show("pseudo e_0", es[0], "Ha")
for n in range(4):
    print(f"p state {n+1}: e = {ep[n]:.6f} Ha (parent {epar[n+1]:.4f} Ha), f = {f[n]:.6f}")
show("f from p states above 4", f[4:].sum())
de = ep[0] - es[0]
print(f"main line = {de:.6f} Ha = {de*pc['Hartree energy in eV'][0]:.4f} eV")
show("<z^2> pseudo", z2, "bohr^2"); show("<z S^-1 z>", clo_for, "bohr^2")
show("bare dipole f_1", fb[0]); show("bare dipole gamma", ob['gam'], "bohr")
show("bare dipole sum f", ob['F']); show("wrong closure sum", Fw)
show(f"bare sum gain, shift {shift:.1f} bohr", sh_for)
print(f"altered case: explicit {fg.sum():.6f}, formula {og['F']:.6f}")
for rc2, A2 in ((2.25, 2.0), (2.25, 6.0), (2.5, 4.0)):
    a = atom(rc2, A2)
    print(f"r_c={rc2} bohr A={A2} Ha: q_s={a[0].q:.4f} q_p={a[1].q:.4f} "
          f"sum={a[5]['F']:.6f} delta={a[4][1:].sum():.6f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
r_c = 2.250000 bohr
A = 4.000000 Ha
parent f(2s->1p) = -0.666667
parent f(2s->2p) = 1.666667
parent sum f = 1.000000
local-only sum f = 1.000000
local s levels = 2.730943, 4.581327 Ha; p = 3.193843, 5.239018 Ha
q_s = 0.176124
B_s = 0.429841 Ha
D_s = 1.046275 Ha
b_s = 3.214212
1+q b (s) = 1.566100
kappa_s = 11.847817 Ha
q_p = 0.313687
B_p = 0.290826 Ha
D_p = 1.702417 Ha
b_p = 12.633829
1+q b (p) = 4.963067
kappa_p = 69.943697 Ha
d = 0.035926 bohr
c = 1.000000
m = 2.164835 bohr
n2 = 0.760819 bohr^2
g = 0.278259 1/bohr
w = 4.740583 bohr
Lambda_s = 0.429841 Ha
Lambda_p = 0.604513 Ha
gamma = -0.129588 bohr
FA: 1-q_s c^2 = 0.823876
FA: 2 L_p m^2 = 5.666111
FA: -2 L_s c n2 = -0.654062
FA = 5.835924
FB = -7.369714
FC = 4.104696
sum f, formula = 2.570907
sum f, explicit = 2.570907
sum f - 1 = 1.570907
core part = 0.666667
delta = 0.904240
pseudo e_0 = 3.500000 Ha
p state 1: e = 4.500000 Ha (parent 4.5000 Ha), f = 1.666667
p state 2: e = 5.311577 Ha (parent 6.5000 Ha), f = 0.239630
p state 3: e = 7.137759 Ha (parent 8.5000 Ha), f = 0.006687
p state 4: e = 8.700462 Ha (parent 10.5000 Ha), f = 0.206103
f from p states above 4 = 0.451820
main line = 1.000000 Ha = 27.2114 eV
<z^2> pseudo = 1.199271 bohr^2
<z S^-1 z> = 0.903064 bohr^2
bare dipole f_1 = 1.538067
bare dipole gamma = -0.136827 bohr
bare dipole sum f = 2.630617
wrong closure sum = 8.194486
bare sum gain, shift 1.0 bohr = 0.127455
altered case: explicit 0.375639, formula 0.375639
r_c=2.25 bohr A=2.0 Ha: q_s=0.1761 q_p=0.3137 sum=2.554799 delta=0.888132
r_c=2.25 bohr A=6.0 Ha: q_s=0.1761 q_p=0.3137 sum=2.588580 delta=0.921913
r_c=2.5 bohr A=4.0 Ha: q_s=0.0410 q_p=0.2655 sum=2.077644 delta=0.410977
ALL CHECKS PASSED
```
